# Sign of the isotope field shift when an electron is removed, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I measure isotope shifts. After the mass shift is taken out, what remains comes from the size of the nucleus. When I strip an electron off an atom, which property of the electron cloud fixes the size and the sign of that remainder?

**A.** It is the change of the total electron density at the nucleus. I use atomic units in the algebra, the nonrelativistic Hamiltonian, and a spherical nucleus of charge \(Z\) with a charge distribution \(\rho_N\) normalized to one. Going from a point nucleus to an extended one changes the potential energy of an electron by

\[ \delta V_N(\mathbf r)=\frac{Z}{r}-Z\int\frac{\rho_N(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' . \]

This function vanishes outside the nucleus, where the two potentials agree. Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), it obeys \(\nabla^2\delta V_N=-4\pi Z\delta(\mathbf r)+4\pi Z\rho_N\). In first order a level with electron density \(\rho\) moves by \(\delta E=\int\rho\,\delta V_N\,d^3r\). Take \(\rho\) as constant over the nucleus and write \(1=\nabla^2(r^2/6)\). Green's identity moves the Laplacian onto \(\delta V_N\), with no surface term because \(\delta V_N\) is zero far away:

\[ \delta E=\rho(0)\int\frac{r^2}{6}\,\nabla^2\delta V_N\,d^3r=\rho(0)\,\frac{4\pi Z}{6}\langle r^2\rangle=\frac{2\pi}{3}Z\rho(0)\langle r^2\rangle . \]

The delta function drops out because \(r^2\) is zero at the origin. The shift is positive: a larger nucleus binds less. For two isotopes \(\langle r^2\rangle\) becomes \(\delta\langle r^2\rangle\). I define the factor \(F\) for removing an electron through the removal energy,

\[ \delta(E_{\rm ion}-E_{\rm atom})=F\,\delta\langle r^2\rangle,\qquad F=\frac{2\pi}{3}Z\,\Delta\rho(0),\qquad \Delta\rho(0)=\rho_{\rm ion}(0)-\rho_{\rm atom}(0). \]

The sign of \(F\) is the sign of \(\Delta\rho(0)\).

**Q.** How good is the constant-density step?

**A.** Write an s orbital as \(\psi=P(r)/(r\sqrt{4\pi})\) with \(P=ar+br^2+\dots\). In the radial equation \(-\tfrac12P''-(Z/r)P+\dots=\varepsilon P\) the terms of order \(r^0\) are \(-b-Za\), and every other term, the electron-electron ones included, vanishes at \(r=0\). So \(b=-Za\) and \(\rho(r)=\rho(0)(1-2Zr+\dots)\), which is the cusp condition. The linear term is handled like the constant one, with \(r=\nabla^2(r^3/12)\), and adds \(-2Z\rho(0)\cdot4\pi Z\langle r^3\rangle/12\) to \(\delta E\). Dividing by the leading term \(4\pi Z\rho(0)\langle r^2\rangle/6\) gives the relative correction \(-Z\langle r^3\rangle/\langle r^2\rangle\), of order \(ZR\) with \(R\) the nuclear radius in bohr. That is the correction to the shift from a point nucleus with the orbital kept at its point-nucleus form. The distortion of the orbital by the extended nucleus adds a term of the same order and the same sign, which is also common to all s shells in leading order. Between two isotopes the part derived here becomes \(-Z\,\delta\langle r^3\rangle/\delta\langle r^2\rangle\), which for a fixed shape, \(\langle r^n\rangle\propto R^n\), is \(\tfrac32\) times as large. Either way it is the same factor for every s shell, so it rescales \(F\) and cannot change its sign.

**Q.** In Hartree-Fock the orbitals readjust to everything, including the nuclear size. And for the ion, should I use the orbitals of the neutral atom or new ones?

**A.** Each state enters with its own self-consistent density. Let the Hamiltonian contain \(\lambda\,\delta V_N\) and let \(L=E[P;\lambda]-\sum\epsilon_{ab}(\langle a|b\rangle-\delta_{ab})\) be the energy with the orthonormality constraints. At the solution \(L=E\) and \(\delta L/\delta P=0\), so in \(dL/d\lambda\) the term from the change of the orbitals is zero and

\[ \frac{dE}{d\lambda}=\frac{\partial L}{\partial\lambda}=\int\rho\,\delta V_N\,d^3r , \]

with \(\rho\) the density at which that particular energy is stationary. The readjustment to the nuclear size therefore does not count in first order, but the readjustment to the missing electron counts in full, because the ion's energy is stationary only at the ion's orbitals.

**Q.** Then a p or d electron, which has no density at the nucleus, should give no field shift when I remove it. Is that what the formula says?

**A.** It says so only if the other orbitals are frozen. Near the origin the centrifugal term dominates, \(P''=l(l+1)P/r^2\), whose regular solution is \(P\propto r^{l+1}\). Then \(\psi\propto P/r\propto r^l\) vanishes at the origin unless \(l=0\), and with \(q\) the occupation of a shell

\[ \rho(0)=\sum_{s\ \rm shells}q\,\frac{P'(0)^2}{4\pi}. \]

Split the change into a direct part, obtained by lowering one occupation with all orbitals frozen, and a relaxation part, which is the rest. The direct part is \(-|\psi(0)|^2\) of the removed orbital: negative for s, zero for \(l>0\). For a p or d electron the whole of \(F\) is relaxation of the s shells that stay behind.

**Q.** Why should the relaxation have a definite sign? The ion attracts every remaining electron more strongly, but I do not see that this must pile density onto the nucleus.

**A.** A stronger attraction as such does nothing, since a constant added to the potential shifts the eigenvalues and leaves every orbital unchanged. What acts is the slope. The spherical average of the removed electron's charge produces the Hartree potential

\[ y^0(r)=\frac1r\int_0^rP_a^2\,ds+\int_r^\infty\frac{P_a^2}{s}\,ds . \]

On differentiating, the two terms from the limits, \(+P_a^2/r\) and \(-P_a^2/r\), cancel, and \(dy^0/dr=-Q(r)/r^2\) with \(Q(r)=\int_0^rP_a^2\,ds\) the fraction of the electron inside \(r\). Removal changes the potential by \(\delta V=-y^0\), so

\[ \delta V'(r)=+\frac{Q(r)}{r^2}\ \ge 0 . \]

The force \(-\delta V'\) points inward everywhere and is present only at radii that enclose some of the removed charge. That is the exact content of "reduced screening".

For an orbital without nodes in a local potential the consequence is a theorem. Let \(-\tfrac12P''+VP=EP\) and write the first-order change as \(\delta P=fP\), which is allowed because \(P\neq0\) for \(r>0\). The first-order equation is \(-\tfrac12(fP)''+(V-E)fP=-(\delta V-\delta E)P\) with \(\delta E=\langle\delta V\rangle\). Expanding \((fP)''=f''P+2f'P'+fP''\), the term \(-\tfrac12fP''\) cancels \((V-E)fP\) by the unperturbed equation. Multiplying the remainder by \(-2P\) gives

\[ P^2f''+2PP'f'=(P^2f')'=2P^2(\delta V-\langle\delta V\rangle). \]

Integrate from the origin, where \(P^2f'=0\):

\[ f'(r)=-\frac{2g(r)}{P^2},\qquad g(r)=\int_0^rP^2\big(\langle\delta V\rangle-\delta V\big)\,ds . \]

Because \(\delta V\) increases with \(r\), the integrand of \(g\) is positive up to the radius where \(\delta V\) reaches its mean and negative beyond it. Also \(g(0)=0\), and \(g(\infty)=0\) by the definition of the mean. A function that starts at zero, rises, and then falls monotonically to zero is never negative, so \(f'\le0\). Normalization requires \(\int P^2f\,dr=0\). With \(N_>(r)=\int_r^\infty P^2ds\), so that \(N_>'=-P^2\), \(N_>(0)=1\) and \(N_>f\to0\) at infinity, integration by parts gives \(0=f(0)+\int N_>f'\,dr\). Since \(|\psi(0)|^2\) changes by the factor \(1+2f(0)\),

\[ \delta\ln|\psi(0)|^2=2f(0)=4\int_0^\infty\frac{g\,N_>}{P^2}\,dr>0 . \]

The program tests this formula on a hydrogenic 1s orbital with \(Z=3\), chosen so that the orbital overlaps the perturbation, with \(\delta V=-y^0\) of the Hartree-Fock 3d orbital of zinc. The integral gives 0.07722, and a finite difference of diagonalizations with the perturbation switched on with either sign gives 0.07722.

**Q.** That covers 1s. The shells I care about are 3s and 4s, which have nodes.

**A.** There the proof fails, because \(f=\delta P/P\) has poles at the nodes. What remains is a semiclassical argument, the Fermi-Segrè relation. In the classically allowed region \(P\approx Ck^{-1/2}\sin\phi\) with \(k=\sqrt{2(E-V)}\) and \(\phi'=k\). Replacing \(\sin^2\phi\) by \(\tfrac12\), normalization gives \(\tfrac12C^2\int dr/k=1\). The quantization condition is \(\int k\,dr=\pi(n+\text{const})\). Differentiating it with respect to \(n\), with \(\partial k/\partial E=1/k\) and \(k=0\) at the turning point, gives \((dE/dn)\int dr/k=\pi\). Hence \(C^2=(2/\pi)\,dE/dn\).

Close to the nucleus \(Z/r\) outweighs \(E\) and the screening, and \(P''+(2Z/r)P=0\). The series \(P=\sum_jc_jr^{j+1}\) gives \(j(j+1)c_j=-2Zc_{j-1}\), so \(c_j=c_0(-2Z)^j/[j!(j+1)!]\). Term by term this is \(P=A\sqrt r\,J_1(x)\) with \((x/2)^2=2Zr\) and \(c_0=P'(0)=A\sqrt{2Z}\). In this region \(k=\sqrt{2Z/r}\), so \(x=2kr\) and \(dx/dr=k\), which identifies \(x\) with the phase. For large \(x\) the Bessel function has amplitude \(\sqrt{2/\pi x}\), so \(P\) has amplitude \(A\sqrt{r}\sqrt{1/(\pi kr)}=A/\sqrt{\pi k}\). Matching gives \(A^2=\pi C^2=2\,dE/dn\), then \(P'(0)^2=2ZA^2=4Z\,dE/dn\), and

\[ |\psi_n(0)|^2\approx\frac{Z}{\pi}\frac{dE}{dn}. \]

For the pure Coulomb case \(E=-Z^2/2n^2\) this gives \(Z^3/\pi n^3\), the exact value. If \(\delta V\) is flat in the inner region, the prefactor \(Z\) is untouched, while \(E_n\) gains \(\langle\delta V\rangle_n\):

\[ \delta|\psi_n(0)|^2\approx\frac Z\pi\,\frac{d\langle\delta V\rangle_n}{dn},\qquad \langle\delta V\rangle_n=\delta V(0)+\int_0^\infty\delta V'\,N_{>,n}\,dr , \]

the second form being the same integration by parts as before. With \(\delta V'\ge0\) the change is positive provided the probability outside a given radius grows with \(n\). For classical radial orbits in a Coulomb field it does, since the distribution depends only on \(r/r_{\max}\) and \(r_{\max}=2n^2/Z\). In a screened field I assume the same and have not proved it.

The flatness condition matters. If the removed charge sat on the nucleus, \(\delta V=-1/r\), the formula would give \((Z/\pi)\,d(-Z/n^2)/dn=2Z^2/\pi n^3\), while the true change from \(Z\to Z+1\) in first order is \(3Z^2/\pi n^3\). The missing third is the change of the prefactor. The program tests the relation where the condition holds, on a hydrogenic 8s orbital with \(Z=30\) and the same 3d potential, taking the derivative from a central difference of the slowly varying product \(n^2\langle\delta V\rangle_n\) over \(n=7,8,9\) (a plain central difference of \(\langle\delta V\rangle_n\) itself gives 5.48 Å\(^{-3}\), about 2% high). The estimate is 5.349 Å\(^{-3}\) and diagonalization gives 5.365 Å\(^{-3}\), so the estimate is low by 0.3% of the diagonalized value, against an asserted tolerance of 10%. One should not expect that accuracy for a 3s or 4s shell, where \(n\) is small.

**Q.** So for a real atom the sign is something one computes. What exactly is solved?

**A.** Restricted Hartree-Fock with one radial function per shell, for states with at most one open shell holding one electron or one hole. First take one electron in a shell \(a\) of angular momentum \(l\) and a full shell \(b\) of angular momentum \(l_b\), with \(q_b=2(2l_b+1)\). Use \(1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\mathcal P_k(\cos\omega)\), with \(\mathcal P_k\) the Legendre polynomials and \(\omega\) the angle between the two positions. The full shell has a spherical density, so the direct term is \(q_b\langle a|J_b|a\rangle\) with \(J_b=y^0\) of shell \(b\). Exchange runs over the \(2l_b+1\) orbitals of the same spin. The addition theorem turns the sum over \(m_b\) into \((2l_b+1)\mathcal P_{l_b}(\cos\omega)/4\pi\). The result is the expectation value of a rotational scalar and cannot depend on \(m\), so I may average over \(m\), which gives \(\mathcal P_l(\cos\omega)/4\pi\). The two angular integrals contribute \(4\pi\cdot2\pi\int d\cos\omega\), and the angular factor is

\[ \frac{(2l_b+1)\,8\pi^2}{16\pi^2}\int_{-1}^1\mathcal P_l\mathcal P_k\mathcal P_{l_b}\,dx=(2l_b+1)\,c_k,\qquad c_k=\tfrac12\int_{-1}^1\mathcal P_l\mathcal P_k\mathcal P_{l_b}\,dx , \]

where \(c_k\) is the square of the 3j symbol with zero projections. Since \(2l_b+1=q_b/2\), the interaction per electron of shell \(b\) is the operator

\[ T_b=J_b-\tfrac12\sum_kc_kK_b^k,\qquad (K_b^kP)(r)=P_b(r)\int\frac{r_<^k}{r_>^{k+1}}P_b(s)P(s)\,ds . \]

Between an open shell and a closed one the energy is then \(q_aq_b\langle a|T_b|a\rangle\) exactly. Within a full shell of \(N=4l+2\) electrons it is \(\tfrac12N^2\langle a|T_a|a\rangle\), the self terms cancelling between direct and exchange parts. Spread over \(N(N-1)/2\) pairs this is \(N/(N-1)\langle T_a\rangle\) per pair, so \(q\) electrons have on average

\[ \tfrac12q(q-1)\frac{N}{N-1}\langle T_a\rangle=\tfrac12q\,\alpha_a\langle T_a\rangle,\qquad\alpha_a=(q-1)\frac{4l+2}{4l+1}. \]

For \(q=1\) this is zero, as it must be. For \(q=N-1\) the energy is that of the full shell minus the interaction of one electron with it, which does not depend on \(m\) or spin, so all determinants have the same energy and the average is the term energy. The total is

\[ E=\sum_aq_a\langle a|h|a\rangle+\tfrac12\sum_{a\ne b}q_aq_b\langle a|T_b|a\rangle+\tfrac12\sum_aq_a\alpha_a\langle a|T_a|a\rangle , \]

with \(h\) the kinetic, centrifugal and nuclear part. In the pair sum \(P_a\) occurs quadratically in two equal terms, and the last term is quartic in \(P_a\), so in every case \(\delta E=2q_a\langle\delta P_a|F_a|P_a\rangle\). Closed shells have \(\alpha=q\) and see \(F_c=h+\sum_bq_bT_b\). The open shell sees \(F_o=F_c+(\alpha_o-q_o)T_o\). Stationarity requires zero matrix elements of \(F_c\) between closed and empty functions and of \(F_o\) between open and empty ones. The rotation \(c\to c+\theta o\), \(o\to o-\theta c\) between a closed and an open shell of equal \(l\) changes the energy by \(2\theta(q_c\langle o|F_c|c\rangle-q_o\langle c|F_o|o\rangle)\), so that bracket vanishes too.

The radial functions are expanded in B-splines, which represent the cusp. The solver is tested on the hydrogenic 1s energy and contact density, on the virial theorem, on the cusp condition, and against PySCF in a shared Gaussian basis. For all five states below PySCF re-evaluates the energy of the orbitals found here, which tests the energy expression. For Zn, Zn\(^+\) with the 4s removed and Ga\(^+\) it also converges its own solution, whose energy and contact density are compared; the open 4p and 3d-hole states have no such independent solution. The largest energy difference is \(9\times10^{-11}\) eV. The program and its output follow this text.

**Q.** What comes out?

**A.** I take Zn \(3d^{10}4s^2\) and remove either a 4s or a 3d electron, and Ga \(4s^24p\) and remove the 4p electron. Densities are in Å\(^{-3}\) and the mean 4s radius in Å.

| state | \(\rho(0)\) | 4s shell part | \(\langle r\rangle_{4s}\) |
|---|---|---|---|
| Zn | 124491.09 | 61.20 | 1.533 |
| Zn\(^+\), 4s removed | 124467.51 | 40.60 | 1.358 |
| Zn\(^+\), 3d removed | 124548.28 | 98.68 | 1.273 |
| Ga | 137647.14 | 93.71 | 1.317 |
| Ga\(^+\), 4p removed | 137661.53 | 106.77 | 1.241 |

The many digits are kept only because the differences are a few parts in \(10^4\) of the totals. They are \(\Delta\rho(0)=-23.57\), \(+57.20\) and \(+14.39\) Å\(^{-3}\) for 4s, 3d and 4p removal. The 4s orbital shrinks in all three cases: by \(0.175/1.533=11\%\), by \(0.261/1.533=17\%\) and by \(0.076/1.317=6\%\) of its radius in the neutral atom. For 3d removal the 4s shell density rises by \(37.47/61.20=61\%\), for 4p removal by \(13.06/93.71=14\%\). The program asserts the three signs, the shrinking of 4s, a positive relaxation in every case, and that 4s is the largest contributor for the p and d removals.

To get \(F\) in eV/Å\(^2\) from a density in Å\(^{-3}\), restore the Coulomb constant \(e^2/4\pi\epsilon_0\), one hartree times one bohr, 14.40 eV Å. With \((2\pi/3)\cdot30=62.83\) and \((2\pi/3)\cdot31=64.93\),

\[ F_{4s}=62.83\times(-23.57)\times14.40=-2.13\times10^4\ \text{eV/Å}^2, \]
\[ F_{3d}=62.83\times57.20\times14.40=+5.18\times10^4\ \text{eV/Å}^2, \]
\[ F_{4p}=64.93\times14.39\times14.40=+1.35\times10^4\ \text{eV/Å}^2 . \]

For a round model value \(\delta\langle r^2\rangle=10^{-11}\) Å\(^2\) the removal energies shift by \(-2.13\times10^{-7}\), \(+5.18\times10^{-7}\) and \(+1.35\times10^{-7}\) eV, that is \(-52\), \(+125\) and \(+33\) MHz. In zinc, at this level, the d removal has not only the opposite sign but \(57.20/23.57=2.4\) times the size. The interval between the two ion levels, \(15.245-7.635=7.610\) eV, corresponds to moving a 3d electron into 4s. Both effects then add, and its factor is \(5.175\times10^4+2.133\times10^4=7.31\times10^4\) eV/Å\(^2\).

The field-shift factor \(F\) follows the change of the total electron density at the nucleus, and Hartree-Fock gives it a negative sign for 4s removal from zinc and a positive sign for 3d removal from zinc and 4p removal from gallium. It remains to check these values against energies with an extended nucleus, to isolate the role of screening, and to see how far relativity and correlation limit the numbers.
